\section*{Matrix Numerov: a symmetric kinetic operator and its side of convergence}

\section{The result}

In Hartree atomic units, the radial function \(u(r)\) of a bound state satisfies
\begin{equation}
-\tfrac12 u''+V(r)\,u=E\,u,\qquad u(0)=0,\qquad \int_0^\infty u^2\,dr=1 ,
\label{eq:se}
\end{equation}
where \(V\) is the full effective radial potential. Take nodes \(r_i=ih\), \(i=1,\dots,N\), with \(u=0\) at \(r=0\) and at \(L=(N+1)h\). Define the tridiagonal matrices
\begin{equation}
A=\frac1{h^2}\,\mathrm{tridiag}(1,-2,1),\qquad
B=\frac1{12}\,\mathrm{tridiag}(1,10,1).
\end{equation}
Numerov's method is then the eigenproblem
\begin{equation}
(T+V)\,u_h=E_h u_h,\qquad T=-\tfrac12B^{-1}A ,
\label{eq:mn}
\end{equation}
with \(V\) diagonal. The matrix \(T\) is symmetric and positive definite, and each of its eigenvalues lies below the corresponding exact kinetic energy in the box.

The eigenvalues of \(T+V\) have no universal side of convergence. If \(V\) is smooth on \([0,L]\) and \(u\) is negligible at \(L\), then to leading order in \(h\)
\begin{equation}
E_h-E=\frac{h^4}{480}\left[4V'(0)\,u'(0)^2-\int_0^\infty (u''')^2dr\right].
\label{eq:smooth}
\end{equation}
Convergence is from below when \(V'(0)\le 0\), but it can be from above when \(V'(0)>0\). For an s state with \(V=-Z/r+{}\)a smooth function, the leading error is instead
\begin{equation}
E_h-E=+\frac{Z h^2}{12}\,u'(0)^2 ,
\label{eq:coul}
\end{equation}
which is of second order and from above.

\section{What the naive scheme loses}

The simplest discretization replaces \(u''\) by \(Au\). Adding the Taylor series of \(u(r+h)\) and \(u(r-h)\) cancels the odd derivatives and gives
\begin{equation}
Au=u''+\frac{h^2}{12}u''''+\frac{h^4}{360}u^{(6)}+\cdots .
\label{eq:taylor}
\end{equation}
The matrix \(-\frac12A+V\) is symmetric and sparse, but it misrepresents the equation by \(-h^2u''''/24\).

A wider difference formula would remove this term at the cost of special rows near the walls. Numerov's alternative stays with three points. The unwanted \(u''''\) is the second derivative of \(u''\), and the second difference can estimate it. Applying \eqref{eq:taylor} to \(u''\) gives
\begin{equation}
\Bigl(1+\frac{h^2}{12}A\Bigr)u''=u''+\frac{h^2}{12}u''''+\frac{h^4}{144}u^{(6)}+\cdots .
\end{equation}
Subtract this from \eqref{eq:taylor}. The \(h^2\) terms cancel, and \(\frac1{360}-\frac1{144}=\frac{2-5}{720}=-\frac1{240}\), so
\begin{equation}
Au=\Bigl(1+\frac{h^2}{12}A\Bigr)u''-\frac{h^4}{240}u^{(6)}+\cdots .
\label{eq:num}
\end{equation}
The operator in brackets has the stencil \((1,10,1)/12\), because \(1-\frac2{12}=\frac{10}{12}\). As matrices,
\begin{equation}
B=I+\frac{h^2}{12}A .
\label{eq:BA}
\end{equation}

The walls need care. In the first row, the stencil acting on \(u''\) also reaches the value at \(r=0\), which the matrix \(B\) does not contain. With \(e_1\) the first unit vector, the complete statement is
\begin{equation}
Au=Bu''+\frac{u''(0)}{12}\,e_1-\frac{h^4}{240}u^{(6)}+\cdots .
\label{eq:row}
\end{equation}
The similar term at \(L\) is negligible for a decayed state. By \eqref{eq:se}, \(u''=2(V-E)u\), so \(u''(0)=0\) if \(V\) is finite at the origin. The omission is then harmless. For a Coulomb potential it is not, as shown below.

\section{Recovering a symmetric matrix}

Dropping the last two terms of \eqref{eq:row} and inserting \(u''=2(V-E)u\) gives
\begin{equation}
-\tfrac12Au+BVu=E\,Bu .
\label{eq:gen}
\end{equation}
This form looks unsuitable for a symmetric eigensolver: \((BV)_{i,i+1}=V_{i+1}/12\), while \((BV)_{i+1,i}=V_i/12\). One cure is to multiply by \(B^{-1}\). The potential becomes diagonal again, and \eqref{eq:gen} turns into \eqref{eq:mn}.

A product of symmetric matrices is in general not symmetric, so \(B^{-1}A\) has to be examined. By \eqref{eq:BA}, \(B\) is a polynomial in \(A\), hence \(AB=BA\). Multiplying by \(B^{-1}\) from both sides gives \(B^{-1}A=AB^{-1}\). Therefore
\begin{equation}
(B^{-1}A)^{\mathsf T}=A^{\mathsf T}(B^{-1})^{\mathsf T}=AB^{-1}=B^{-1}A .
\end{equation}
The argument depends on both matrices carrying the same boundary condition. If one corner entry of \(A\) is changed from \(-2/h^2\) to \(-1/h^2\) while \(B\) is kept, the largest element of \(T-T^{\mathsf T}\) is 0.045 of the largest element of \(T\) in the numerical check. For the matched pair this ratio is at rounding level.

The inverse exists because the spectrum of \(B\) is known. The vectors with components \(s_i=\sin(i\theta)\), \(\theta=j\pi/(N+1)\), \(j=1,\dots,N\), vanish at \(i=0\) and \(i=N+1\) and satisfy \(s_{i-1}+s_{i+1}=2\cos\theta\,s_i\). They are eigenvectors of both matrices:
\begin{equation}
A\to-\frac{2(1-\cos\theta)}{h^2},\qquad B\to\frac{5+\cos\theta}{6}.
\end{equation}
The eigenvalues of \(B\) thus lie between \(2/3\) and 1. The price of this form is that \(B^{-1}\), and with it \(T\), is a full matrix. For large grids, symmetry can be had with banded matrices instead: inserting \(u_h=Bw\) in \eqref{eq:gen} gives \((-\frac12AB+BVB)\,w=E_h B^2w\), a generalized eigenproblem in which both matrices are symmetric and have only five diagonals.

\section{The kinetic energy is too low}

The sine vector \(j\) samples the exact box state of wave number \(k=j\pi/L\), and \(\theta=kh\). Writing \(x=kh\), the eigenvalue of \(T\) is
\begin{equation}
\tau(k)=\frac{t(x)}{2h^2},\qquad t(x)=\frac{12(1-\cos x)}{5+\cos x},
\end{equation}
to be compared with \(k^2/2=x^2/(2h^2)\). Since \(t>0\), \(T\) is positive definite. The difference is
\begin{equation}
x^2-t(x)=\frac{F(x)}{5+\cos x},\qquad F=x^2(5+\cos x)-12(1-\cos x).
\end{equation}
The sign of \(F\) follows from its derivatives:
\begin{align}
F'&=10x+2x\cos x-x^2\sin x-12\sin x,\\
F''&=10-10\cos x-4x\sin x-x^2\cos x,\\
F'''&=6(\sin x-x\cos x)+x^2\sin x .
\end{align}
The bracket in \(F'''\) vanishes at \(x=0\) and has derivative \(x\sin x>0\) for \(0<x<\pi\), so \(F'''>0\) there. Since \(F,F',F''\) vanish at zero, three integrations give \(F>0\). All grid wave numbers satisfy \(0<kh<\pi\), hence \(\tau(k)<k^2/2\) for every \(j\) and every \(h\).

For small \(x\), \(\sin x-x\cos x\approx x^3/3\). Then \(F'''\approx2x^3+x^3=3x^3\), and three integrations give \(F\approx3x^6/(4\cdot5\cdot6)=x^6/40\). Division by \(5+\cos x\approx6\) yields \(t\approx x^2-x^6/240\), or
\begin{equation}
\tau(k)=\frac{k^2}{2}-\frac{h^4k^6}{480}+\cdots .
\label{eq:disp}
\end{equation}

With \(L=10\) bohr and \(h=0.2\) bohr, level 10 has \(k=\pi\) bohr\(^{-1}\). Equation \eqref{eq:disp} predicts a deficit of \(0.0016\times961.4/480=0.00320\) hartree. The diagonalization gives \(4.93480-4.93155=0.00325\) hartree. The top level, number 49, comes out at 74.9 instead of 118.5 hartree, 37\% below the exact value. The upper end of the grid spectrum is therefore of no use as an approximation to box levels.

\section{Why this does not settle the side}

It is tempting to conclude that \(E_h<E\) for any potential. To see what follows and what does not, let \(T_s\) have the same sine eigenvectors as \(T\) but the exact energies \(k^2/2\). Then \(T_s-T\) is positive definite. Take the space spanned by the lowest \(m\) eigenvectors of \(T_s+V\). In it, the largest mean value of \(T+V\) is smaller than the \(m\)th eigenvalue of \(T_s+V\). By the min-max principle, the \(m\)th eigenvalue of \(T+V\) is smaller still or equal. Numerov levels thus lie below those of the sine matrix \(T_s+V\) on the same grid.

The eigenvalues of \(T_s+V\) are not themselves exact, however. The potential enters through its values at the nodes, so that \(\int Vu^2dr\) is replaced by a sum. This replacement can raise the energy. An extreme case is an attractive well that binds a state but fits between two nodes: the grid sees no potential, all its eigenvalues are positive, and the exact bound level lies below them. Statements about the side of convergence therefore concern small \(h\), and they require the complete error.

\section{The leading error}

Use \(\langle a,b\rangle=h\sum_i a_ib_i\), and let \(u\) also denote the vector of exact values at the nodes. Multiplying \eqref{eq:row} by \(-\frac12B^{-1}\) and using \(-\frac12u''=(E-V)u\) gives \((T+V-E)u=R\) with
\begin{equation}
R=-\frac{u''(0)}{24}B^{-1}e_1+\frac{h^4}{480}B^{-1}u^{(6)}+\cdots .
\label{eq:R}
\end{equation}
Take the product with the grid eigenvector \(u_h\). Because \(T+V\) is symmetric, it can act to the left, where it gives \(E_h\):
\begin{equation}
(E_h-E)\langle u_h,u\rangle=\langle u_h,R\rangle .
\label{eq:id}
\end{equation}
The component of \(u\) along any other grid eigenvector, of energy \(E_m\), is that of \(R\) divided by \(E_m-E\). For a level that stays separated from its neighbours, \(u_h\) therefore tends to \(u\) as the norm \(\langle R,R\rangle^{1/2}\) tends to zero, and to leading order \(u_h\) may be replaced by \(u\).

\subsection{Smooth potentials}

Here \(u''(0)=0\), and the second term of \(R\) is left. The factor \(B^{-1}\) can be moved onto \(u\), and \eqref{eq:BA} gives \(B^{-1}u=u-\frac{h^2}{12}B^{-1}Au\). Since \(Au\) is bounded, \(B^{-1}\) changes the result only at relative order \(h^2\). Replacing the sum by an integral, also correct to leading order,
\begin{equation}
E_h-E=\frac{h^4}{480}\int_0^\infty u\,u^{(6)}dr .
\end{equation}
Three integrations by parts give
\begin{equation}
\int_0^\infty u\,u^{(6)}dr=\Bigl[u\,u^{(5)}-u'u''''+u''u'''\Bigr]_0^\infty-\int_0^\infty(u''')^2dr .
\end{equation}
At infinity the bracket vanishes. At the origin \(u=u''=0\), so the lower limit contributes \(+u'(0)u''''(0)\). Differentiating \(u''=2(V-E)u\) twice,
\begin{equation}
u''''=2V''u+4V'u'+2(V-E)u'',\qquad u''''(0)=4V'(0)u'(0).
\end{equation}
This proves \eqref{eq:smooth}.

The two terms have separate meanings. The integral is the mean of the kinetic deficit \eqref{eq:disp}. Let \(\hat u(k)\) be the sine transform of \(u\). Integration by parts with \(u(0)=0\) shows that the sine transform of \(u''\) is \(-k^2\hat u\), and with \(u''(0)=0\) that the cosine transform of \(u'''\) is \(-k^3\hat u\). Parseval's theorem then makes \(\int_0^\infty(u''')^2dr\) the mean of \(k^6\) over \(\hat u^2\). The wall term is a sampling error. For \(f\) with \(f(0)=0\) that decays at large \(r\), the Euler--Maclaurin formula reads
\begin{equation}
h\sum_i f(r_i)-\int_0^\infty f\,dr=-\frac{h^2}{12}f'(0)+\frac{h^4}{720}f'''(0)+\cdots .
\label{eq:em}
\end{equation}
Put \(f=Vu^2\). At the origin \(u^2\) and \((u^2)'=2uu'\) vanish, \((u^2)''=2u'^2\), and \((u^2)'''=6u'u''+2uu'''=0\). Hence \(f'(0)=0\) and \(f'''(0)=3V'(0)\cdot2u'(0)^2\). The sampling error is
\begin{equation}
\frac{h^4}{720}\,6V'(0)u'(0)^2=\frac{h^4}{120}V'(0)u'(0)^2 ,
\end{equation}
which equals the wall term of \eqref{eq:smooth}. The matrix \(T_s+V\) has no kinetic deficit, so this should be its whole leading error. The program tests that for the exponential well below.

\subsection{Coulomb s states}

Near the nucleus \(u\approx u'(0)r\), so \(Vu\) tends to \(-Zu'(0)\) and \(u''(0)=-2Zu'(0)\). The first term of \eqref{eq:R} now dominates:
\begin{equation}
R\approx+\frac{Zu'(0)}{12}B^{-1}e_1,\qquad
\langle u_h,R\rangle\approx\frac{Zu'(0)}{12}\,h\,(B^{-1}u_h)_1 .
\end{equation}
This residual has a height of order one but extends over a few nodes, a width of order \(h\). It changes the slope of the solution by order \(h\), so the first component of \(u_h\) is \(hu'(0)\) to leading order. The correction \(-\frac{h^2}{12}B^{-1}Au_h\) is of order \(h^2\), and thus \((B^{-1}u_h)_1\approx hu'(0)\) as well. Equation \eqref{eq:id} then gives \eqref{eq:coul}.

The sampling picture yields the same term. For \(f=Vu^2\approx-Zu'(0)^2r\), the slope is \(f'(0)=-Zu'(0)^2\), and the \(h^2\) term of \eqref{eq:em} is \(+Zh^2u'(0)^2/12\). The kinetic deficit is still present. Because \(u''(0)\neq0\), the sine transform of \(u\) falls off only as \(k^{-3}\), so the weight \(h^4k^6\) summed up to \(k\sim\pi/h\) gives a deficit of order \(h^3\), which is of higher order than \eqref{eq:coul}.

One repair restores the missing value \(u''(0)\). Estimating it as \(-2Zu_1/h\) adds \(-\frac{Z}{12h}B^{-1}e_1e_1^{\mathsf T}\) to the matrix. This addition is not symmetric, because \(B^{-1}e_1\) is not a multiple of \(e_1\). Since \((B^{-1}u_h)_1\approx (u_h)_1\), the symmetric addition \(-\frac{Z}{12h}e_1e_1^{\mathsf T}\) shifts the energy by \(h\cdot\bigl(-\frac{Z}{12h}\bigr)h^2u'(0)^2=-\frac{Zh^2}{12}u'(0)^2\) and cancels \eqref{eq:coul} as well. Neither form can be expected to restore fourth order, because \(u_1/h\) estimates \(u'(0)\) only with a relative error of order \(h\), which leaves terms of order \(h^3\). The plain scheme, used below, is of second order for the s states of a bare Coulomb potential.

A centrifugal term \(l(l+1)/(2r^2)\) is singular too, so \eqref{eq:smooth} and \eqref{eq:coul} do not cover \(l>0\).

\section{Three potentials, two sides}

\paragraph{Oscillator, from below.} For \(V=r^2/2\) and \(l=0\), the lowest state is \(u\propto re^{-r^2/2}\) with \(E=3/2\) hartree. Here \(V'(0)=0\), so only the deficit remains. The sine transform of \(u\) has the same form, \(ke^{-k^2/2}\), and therefore
\begin{equation}
\int_0^\infty(u''')^2dr=\frac{\int_0^\infty k^8e^{-k^2}dk}{\int_0^\infty k^2e^{-k^2}dk}=\frac72\cdot\frac52\cdot\frac32=13.125 .
\end{equation}
The coefficient of \(h^4\) is \(-13.125/480=-0.02734\) hartree/bohr\(^4\). At \(h=0.1\) bohr this predicts \(-2.734\times10^{-6}\) hartree, and the diagonalization gives \(-2.739\times10^{-6}\). Halving \(h\) divides the error by 16.02. The sine matrix is in error by less than \(10^{-12}\) hartree at all three spacings, so the Numerov error is kinetic here.

\paragraph{Exponential well, from above.} Let \(V=-De^{-r}\) and \(y=qe^{-r/2}\), so that \(d/dr=-\frac y2\,d/dy\). For \(u=J_1(y)\), Bessel's equation gives
\begin{equation}
u''=\tfrac14\bigl(y^2J_1''+yJ_1'\bigr)=\tfrac14(1-y^2)\,u .
\end{equation}
Comparison with \(u''=2(V-E)u\) yields \(E=-1/8\) hartree and \(D=q^2/8\). Choosing \(q\) as the first positive zero of \(J_1\) makes \(u(0)=0\) without further nodes, so this is the lowest state, and \(D=1.8352\) hartree. The potential is smooth, but \(V'(0)=D>0\). Quadrature of the exact function gives
\begin{equation}
-0.00360+0.01087=+0.00727\ \text{hartree/bohr}^4
\end{equation}
for deficit plus wall term. At \(h=0.1\) bohr the prediction is \(+7.27\times10^{-7}\) hartree, and the grid gives \(+7.31\times10^{-7}\). The sine matrix errs by \(+1.1\times10^{-6}\) hartree, as the wall term alone predicts. The Numerov deficit cancels about a third of the sampling error and leaves the sign positive.

\paragraph{Hydrogen, from above and slower.} The normalized 1s function \(u=2re^{-r}\) has \(u'(0)^2=4\). For 2s, \(u\propto r(1-r/2)e^{-r/2}\) has norm integral \(\int_0^\infty r^2(1-r+r^2/4)e^{-r}dr=2-6+6=2\), so \(u'(0)^2=1/2\). Equation \eqref{eq:coul} then gives coefficients \(1/3\) and \(1/24\) hartree/bohr\(^2\). The 1s errors are:

\begin{center}
\begin{tabular}{ccc}
\(h\) (bohr) & grid error (hartree) & \(h^2/3\) (hartree)\\
0.100 & \(+2.986\times10^{-3}\) & \(3.333\times10^{-3}\)\\
0.050 & \(+7.90\times10^{-4}\) & \(8.33\times10^{-4}\)\\
0.025 & \(+2.030\times10^{-4}\) & \(2.083\times10^{-4}\)
\end{tabular}
\end{center}

The leading term overestimates the error by an amount that is 10\%, 5\% and 2.6\% of \(h^2/3\). These fractions halve with \(h\), which points to a next term of order \(h^3\). Dividing the last two errors by \(h^2\) gives 0.31605 and 0.32478. Removing a linear dependence on \(h\) gives \(2\times0.32478-0.31605\approx0.3335\), close to \(1/3\). The same extrapolation for 2s gives 0.04169 in a box of \(L=30\) bohr, against \(1/24=0.04167\). The last digit depends on the box: the wall at 30 bohr still raises this value by about \(10^{-5}\), and it becomes 0.04168 for \(L=45\) or 60 bohr.

At \(h=0.1\) bohr, the 1s error is about a thousand times the oscillator error and has the opposite sign. In this scheme a computed energy is therefore neither a lower nor an upper bound by construction. The behaviour of \(V\) at the origin has to be examined before the sign of the error is used. For a smooth potential with \(V'(0)>0\) this is not enough: the two terms of \eqref{eq:smooth} have opposite signs, and both must be evaluated for the level in question.

\section*{Calculated quantities}
\begin{verbatim}
Free particle, box length 10.0 bohr, h = 0.20 bohr
relative asymmetry of T: 1.1e-16
relative asymmetry, corner of A changed only: 0.045
eigenvalues of B from 0.6670 to 0.9997
level  1: Numerov 0.0493480, exact 0.0493480 hartree
level 10: Numerov 4.9315488, exact 4.9348022 hartree
level 25: Numerov 30.0000000, exact 30.8425138 hartree
level 49: Numerov 74.8890582, exact 118.4846008 hartree
series of t(x): -x**6/240 + x**2
at x = pi: t = 6.0000, x^2 = 9.8696
exponential well depth D = 1.835246 hartree, range 1 bohr
oscillator: exact E = 1.5000 hartree, L = 10 bohr
  kinetic deficit coefficient -0.027344 hartree/bohr^4
  wall (sampling) coefficient 0.000000 hartree/bohr^4
  sum -0.027344, extrapolated from grids -0.027344 hartree/bohr^4
  h = 0.20 bohr: error Numerov -4.407e-05, sine +1.7e-14 hartree
  h = 0.10 bohr: error Numerov -2.739e-06, sine +5.8e-14 hartree
  h = 0.05 bohr: error Numerov -1.710e-07, sine -3.8e-13 hartree
  Numerov error ratio, h = 0.10 to 0.05: 16.02
exponential well: exact E = -0.1250 hartree, L = 30 bohr
  kinetic deficit coefficient -0.003601 hartree/bohr^4
  wall (sampling) coefficient 0.010869 hartree/bohr^4
  sum 0.007269, extrapolated from grids 0.007269 hartree/bohr^4
  h = 0.20 bohr: error Numerov +1.187e-05, sine +1.8e-05 hartree
  h = 0.10 bohr: error Numerov +7.306e-07, sine +1.1e-06 hartree
  h = 0.05 bohr: error Numerov +4.549e-08, sine +6.8e-08 hartree
  Numerov error ratio, h = 0.10 to 0.05: 16.06
hydrogen 1s: exact E = -0.5000 hartree, L = 30 bohr
  coefficient 0.333333, extrapolated from grids 0.333523 hartree/bohr^2
  h = 0.100 bohr: Numerov error +2.9857e-03 hartree
  h = 0.050 bohr: Numerov error +7.9012e-04 hartree
  h = 0.025 bohr: Numerov error +2.0299e-04 hartree
  error ratio, h = 0.050 to 0.025: 3.89
hydrogen 2s: exact E = -0.1250 hartree, L = 30 bohr
  coefficient 0.041667, extrapolated from grids 0.041690 hartree/bohr^2
  h = 0.100 bohr: Numerov error +3.7400e-04 hartree
  h = 0.050 bohr: Numerov error +9.8823e-05 hartree
  h = 0.025 bohr: Numerov error +2.5381e-05 hartree
  error ratio, h = 0.050 to 0.025: 3.89
\end{verbatim}
